# Peak polar-phonon energy loss and the von Hippel runaway threshold

## Definitions and conventions

An electron moves in the conduction band of a polar insulator under a uniform electric field. The algebra uses atomic units, $\hbar=e=m_e=4\pi\epsilon_0=1$. The band is parabolic with mass $m$, so an electron of momentum $k$ has

$$E=\frac{k^2}{2m},\qquad v=\frac{k}{m}.$$

The lattice has one longitudinal optical (LO) mode of energy $\omega$, the same at all wavevectors. The permittivity is $\varepsilon_\infty$ well above the mode frequency and $\varepsilon_0$ at zero frequency. Further symbols are

$$x=\frac{E}{\omega},\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0},\qquad F_0=\frac{m\omega}{\kappa}.$$

$F$ is the magnitude of the force on the electron. Numerically it equals the field in these units, and its direction is opposite to the field. "Aligned" means moving along the force. $S(E)$ is the mean energy given to phonons per unit length of path, and is itself a force. The temperature is zero until a later part, so phonons can be emitted but not absorbed. Emission is treated by the golden rule, with the field neglected during each collision.

The von Hippel criterion asks for the force at which an electron starting from low energy can gain energy past the maximum of $S$.

## Coupling strength

Let $\rho_{\mathbf q}$ be a Fourier component of a fixed test charge density in a volume $V$. It couples to the mode amplitude $a_{\mathbf q}$, and completing the square gives

$$\omega a^\dagger a+M a\rho^*+M^*a^\dagger\rho
=\omega\Big(a^\dagger+\frac{M\rho^*}{\omega}\Big)\Big(a+\frac{M^*\rho}{\omega}\Big)-\frac{|M|^2|\rho|^2}{\omega}.$$

The last term is the energy gained when the lattice relaxes around the charge. Electrostatics gives the same energy as the change in $\frac{1}{2V}\frac{4\pi}{q^2\varepsilon}|\rho|^2$ when $\varepsilon$ goes from $\varepsilon_\infty$ to $\varepsilon_0$. That change is $-2\pi|\rho|^2/(\kappa q^2V)$. Equating the two,

$$|M_q|^2=\frac{2\pi\omega}{\kappa q^2V}.$$

The factor $1/\kappa$ also appears in the dielectric loss function. For one undamped mode with transverse frequency $\omega_T$,

$$\frac1{\varepsilon(\nu)}=\frac1{\varepsilon_\infty}\left[1-\frac{\omega^2-\omega_T^2}{\omega^2-\nu^2-i0}\right].$$

Setting $\nu=0$ gives $(\omega^2-\omega_T^2)/\varepsilon_\infty=\omega^2/\kappa$. Since $\mathrm{Im}\,(\omega^2-\nu^2-i0)^{-1}=\pi\delta(\nu^2-\omega^2)$, which is $\pi\delta(\nu-\omega)/(2\omega)$ for $\nu>0$,

$$\int_0^\infty \mathrm{Im}\left[-\frac1{\varepsilon(\nu)}\right]d\nu=\frac{\pi\omega}{2\kappa}.$$

A numerical integration with damping $10^{-4}\omega$ reproduces this to within one part in a thousand.

## Emission rate and loss per path length

If the electron emits a phonon of momentum $\mathbf q$ at angle $\vartheta$ to its velocity, it loses the energy

$$\frac{k^2-|\mathbf k-\mathbf q|^2}{2m}=vq\cos\vartheta-\frac{q^2}{2m}.$$

This must equal $\omega$. With $c=\cos\vartheta$, the golden rule reads

$$\Gamma=2\pi V\int\frac{d^3q}{(2\pi)^3}\,\frac{2\pi\omega}{\kappa q^2V}\;\delta\!\left(vqc-\frac{q^2}{2m}-\omega\right).$$

Here $d^3q=2\pi q^2\,dq\,dc$. The constants combine to $2\pi\cdot2\pi\cdot2\pi/(2\pi)^3=1$, the factors $q^2$ cancel, and the integral over $c$ gives $1/(vq)$:

$$\Gamma=\frac{\omega}{\kappa v}\int_{q_-}^{q_+}\frac{dq}{q}=\frac{\omega}{\kappa v}\ln\frac{q_+}{q_-}.$$

The limits follow from $c\le1$, that is, $q^2-2kq+2m\omega\le0$. Because $2m\omega/k^2=1/x$,

$$q_\pm=k\left[1\pm\sqrt{1-1/x}\right],\qquad x>1.$$

Set $\sqrt x=\cosh u$ with $u>0$. Then $\sqrt{1-1/x}=\tanh u$, and $(1+\tanh u)/(1-\tanh u)=e^{2u}$. The logarithm is therefore $2u$:

$$\Gamma=\frac{2\omega u}{\kappa v}.$$

Each emission removes $\omega$, so the mean power lost is $\omega\Gamma$. Dividing by $v$ gives the loss per length, and $v^2=2x\omega/m$ then leads to

$$S=\frac{\omega\Gamma}{v}=\frac{2\omega^2u}{\kappa v^2}
=F_0\frac{u}{\cosh^2u}=F_0\frac{\operatorname{arccosh}\sqrt x}{x}.$$

Below $x=1$ no phonon can be emitted and $S=0$. As a test, the golden rule was also integrated numerically over the sphere of final electron momenta, at $x=1.05$, 1.7, 4 and 12. The two results for $S$ agree to within one part in $10^7$.

Just above threshold, $x=1+\delta$ gives $u\simeq\sqrt\delta$ and $S\simeq F_0\sqrt\delta$: few final states are available. At high energy, $\operatorname{arccosh}\sqrt x\simeq\ln(2\sqrt x)$, so

$$S\simeq F_0\frac{\ln(4x)}{2x}.$$

Apart from the slowly growing factor $u$, the emission rate falls as $1/v$, and the time spent on each unit of path gives a second factor $1/v$. Since $S$ is positive for $x>1$ and tends to zero at both ends, it must have a maximum between these limits.

## The maximum

Differentiating with respect to $u$,

$$\frac{1}{F_0}\frac{dS}{du}=\frac{1-2u\tanh u}{\cosh^2u}.$$

The product $u\tanh u$ rises monotonically from zero without bound, so there is one stationary point, and it is a maximum:

$$2u\tanh u=1,\qquad u=0.7717,\qquad x^*=\cosh^2u=1.7235.$$

At this point $\tanh u=1/(2u)$, hence $1/\cosh^2u=1-1/(4u^2)$ and

$$S_{\max}=F_0\left(u-\frac1{4u}\right)=0.4477\,\frac{m\omega}{\kappa}.$$

Within this model the ratio $x^*$ contains no material parameter. Mass, phonon energy and permittivities set the energy scale and the height of the peak.

The emission rate per unit time peaks elsewhere. From $v\propto\cosh u$ we have $\Gamma\propto u/\cosh u$, which is largest at $u\tanh u=1$, or $x=3.28$. Dividing by the speed moves the maximum of $S$ to lower energy.

## Threshold for continuous loss

Replace the random emissions by their mean. If the path makes an angle $\theta$ with the force, the work done per unit length is $F\cos\theta$, so

$$\frac{dE}{ds}=F\cos\theta-S(E)\le F-S(E).$$

Suppose first that $0<F<S_{\max}$. The equation $S(E)=F$ has two roots, $E_l$ below the peak and $E_u$ above it. Between them the right-hand side is negative, whatever the angle. An electron starting at rest therefore cannot cross the interval. Deflection does not help it, because deflection can only reduce the work done per length of path.

For aligned motion, a small departure $\eta$ from a root obeys $d\eta/ds=-S'(E)\eta$. The lower root has $S'>0$ and is stable; the upper has $S'<0$ and is unstable. An aligned electron that starts above $E_u$ runs away even though $F<S_{\max}$. This is why the threshold must be tied to a start at low energy.

Suppose next that $F>S_{\max}$. An aligned electron has $dE/ds\ge F-S_{\max}>0$ at every energy and runs away. Hence, for aligned motion with continuous loss,

$$F_{\rm th}=S_{\max}=0.4477\,m\omega\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).$$

With deflection but still continuous loss, $F>S_{\max}$ is necessary but not sufficient. If collisions keep $F\cos\theta$ below $S_{\max}$, the electron remains trapped.

The energy equation was integrated for aligned motion from rest over a path of $600\,\omega/F_0$. At $0.98F_{\rm th}$ the electron ended below the peak energy; at $1.02F_{\rm th}$ it ended above $10\omega$.

## Momentum loss and deflection

An emission also turns the electron. The forward momentum lost is $qc=(\omega+q^2/2m)/v$. Weighting it with the differential rate $d\Gamma=(\omega/\kappa v)\,dq/q$ gives the mean drag on an aligned electron:

$$F_p=\frac{\omega\Gamma}{v}+\frac{\omega}{2m\kappa v^2}\int_{q_-}^{q_+}q\,dq
=S+\frac{\omega(q_+^2-q_-^2)}{4m\kappa v^2}.$$

Now $q_++q_-=2k$ and $q_+-q_-=2k\tanh u$, so $q_+^2-q_-^2=4k^2\tanh u$. With $k=mv$ the second term becomes $F_0\tanh u$:

$$F_p=F_0\left(\frac{u}{\cosh^2u}+\tanh u\right),\qquad
\frac{1}{F_0}\frac{dF_p}{du}=\frac{2(1-u\tanh u)}{\cosh^2u}.$$

The maximum is at $u\tanh u=1$. There $\tanh u=1/u$, and the bracket equals $u(1-1/u^2)+1/u=u$. Thus

$$F_{p,\max}=1.200\,F_0=2.68\,F_{\rm th}.$$

Above this force an aligned electron gains forward momentum on average at every energy. Below it, there is a range of energies in which the mean forward momentum falls. This is a statement about a mean rate for an electron that is aligned at that moment. It is not a second sharp threshold, since an electron, aligned or oblique, gains energy on average wherever $F\cos\theta>S$, a condition that does not involve $F_p$.

At high energy $S$ tends to zero but $F_p$ tends to $F_0$. The energy loss per length fades, while the drag on forward motion does not.

## Discrete emissions

The probability of an emission in a path element $ds$ is $\Gamma\,ds/v=S\,ds/\omega$. An electron released from rest moves along the force until its first emission, so $dE=F\,ds$. Its chance of reaching $E_h$ without any emission is

$$P_0=\exp\left[-\frac1{\omega F}\int_\omega^{E_h}S\,dE\right].$$

This is nonzero at every nonzero force, provided the available path is at least $E_h/F$; in a thinner film no electron reaches $E_h$. For random emissions, then, $F_{\rm th}$ does not separate impossible from certain.

The size of the fluctuations is easily seen. The mean free path at the loss peak is $v/\Gamma=\omega/S_{\max}$. At $F=F_{\rm th}$ an aligned electron gains $F_{\rm th}\,\omega/S_{\max}=\omega$ over this length. This equality only expresses the balance of gain and loss; what matters is the size of the step compared with the barrier. The loss peak lies only $(x^*-1)\omega=0.72\,\omega$ above the energy where emission begins, while each emission removes $\omega$. The steps are therefore not small on the scale of the barrier, and the loss there is far from continuous.

Measure energy in $\omega$, length in $\omega/F_0$ and momentum in $\sqrt{2m\omega}$. The emission probability per unit length is then $u/\cosh^2u$, the work per length is $F/F_0$, and the scattering angle has a distribution fixed by $x$. For a start at rest, the fraction of electrons reaching a given $x$ in a film of thickness $d$ therefore depends on $F/F_0$ and $dF_0/\omega$, and on no other combination of parameters.

## Finite temperature

At temperature $T$ the mode has occupation $n=1/(e^{\omega/k_BT}-1)$. Emission is multiplied by $n+1$, and absorption has weight $n$. For absorption, energy conservation is $vqc+q^2/2m=\omega$. The condition $|c|\le1$ gives $q_\pm=\sqrt{k^2+2m\omega}\pm k$, so

$$\ln\frac{q_+}{q_-}=\ln\frac{\sqrt{x+1}+\sqrt x}{\sqrt{x+1}-\sqrt x}
=2\ln\left(\sqrt{x+1}+\sqrt x\right)=2\operatorname{arcsinh}\sqrt x.$$

The second step uses $(\sqrt{x+1}-\sqrt x)(\sqrt{x+1}+\sqrt x)=1$. The net loss for $x>1$ is

$$S_T=\frac{F_0}{x}\left[(n+1)\operatorname{arccosh}\sqrt x-n\operatorname{arcsinh}\sqrt x\right].$$

For $x<1$ the first term is absent and the electron gains energy from the lattice.

## Worked example: a 50 nm low-k film

Take $m=0.5$ electron masses, $\omega=0.13$ eV, $\varepsilon_\infty=2.0$ and $\varepsilon_0=2.8$. Then $1/\kappa=0.5000-0.3571=0.1429$. One atomic unit of length is 0.05292 nm, so

$$F_0=\frac{0.5\times0.13\ \mathrm{eV}\times0.1429}{0.05292\ \mathrm{nm}}=0.1755\ \mathrm{eV/nm}.$$

Since 1 MV/cm exerts a force of 0.1 eV/nm, this corresponds to 1.755 MV/cm. The threshold and the peak energy are

$$0.4477\times1.755=0.786\ \mathrm{MV/cm},\qquad 1.7235\times0.13=0.224\ \mathrm{eV}.$$

The threshold force is 0.00786 eV/angstrom. The length unit is $\omega/F_0=0.13/0.1755=0.741$ nm, and the mean free path at the peak is $0.741/0.4477=1.65$ nm.

At three quarters of the threshold, 0.589 MV/cm, the two crossings lie at 0.151 and 0.502 eV. In the continuous aligned model, an electron started 2% below the upper crossing falls back to the lower one, and one started 2% above it runs away.

**Random emissions.** A Monte Carlo calculation followed 8000 electrons from rest at each field, with and without deflection. It counted those that reached $10\omega=1.3$ eV inside the film; thickness and starting state were held fixed. At the threshold field the potential drop is $0.0786\times50=3.9$ eV, three times this gain, but most of it can be spent on phonons. Even in the continuous aligned model an electron at $1.02F_{\rm th}$ needs about 90 nm to reach 1.3 eV. Near and below the threshold the shares are therefore limited by the thickness; at $1.5F_{\rm th}$ the continuous aligned path to 1.3 eV is only about 20 nm.

At 0.589 MV/cm, 12% of the aligned electrons reach 1.3 eV, although the continuous model traps them all. With deflection the share is 2.6%. At the threshold field the shares are 70% and 25%, and at 1.5 times the threshold they are nearly 100% and 91%. Deflection thus moves the rise to higher field. The sampling noise is up to about half a percentage point. The shares belong to this thickness: an electron that falls back can try again, so a thicker film raises them. For 25, 100 and 200 nm the aligned share at 0.589 MV/cm is roughly 0.2%, 46% and 80%, and the deflected share at the threshold field is roughly 5%, 53% and 81%. At half the threshold only about seven and two electrons succeed, too few for a reliable ratio.

At twice the threshold nearly all deflected electrons reach 1.3 eV. This is below $2.68F_{\rm th}$, which confirms that the momentum criterion is not a requirement for heating.

Electrons that never emit do not explain the success at threshold. The integral in $P_0$ is $2.605\,\omega F_0$, so there $P_0=\exp(-2.605/0.4477)\approx0.003$, far below either share. Most successful electrons have emitted phonons on the way. At three times the threshold the formula gives 0.144, and the two simulations give 0.144 and 0.142.

**Temperature.** At 300 K, $n=0.0066$ and the peak net loss corresponds to 0.784 MV/cm, a reduction of about 0.3%.

**A second polar mode.** Keep the total $1/\kappa$ fixed but assign half of it to a mode at 0.055 eV. The loss is the sum over modes, each with its own $F_0$, and its peak falls to 0.517 MV/cm, or 34% below the one-mode value. Part of the fall comes from the factor $\omega$ in $F_0$: adding the separate peak heights would give $0.786\times(0.5+0.5\times0.055/0.13)=0.559$ MV/cm. The rest arises because the two peaks lie at different energies, 0.095 and 0.224 eV.

**Validity of the golden rule.** The dimensionless Fröhlich coupling is $\alpha=\kappa^{-1}\sqrt{m/(2\omega)}=1.03$. Substituting $v=\sqrt{2x\omega/m}$ into the rate gives

$$\frac{\Gamma}{\omega}=\frac{2\alpha u}{\sqrt x}=1.21,\qquad
k\,\frac v\Gamma=\frac{2E}{\Gamma}=2.84$$

at the peak. Well-separated collisions with sharp energies require $\Gamma\ll\omega$ and $kv/\Gamma\gg1$. The first condition fails and the second is only weakly met. Neglecting the field during a collision fails in the same measure: since $F_{\rm th}=\omega\Gamma/v$ at the peak, the work done in a time $1/\omega$ is $F_{\rm th}v/\omega=\Gamma=1.21\,\omega$. The computed field is therefore an estimate of scale. Its error from this source has not been calculated and may be large.

## Relation to a real film

The permittivities and the phonon energy lie in the rough regime of a dense organosilicate dielectric, whose silicon–oxygen stretching vibrations absorb near 0.13 eV. That infrared band is a transverse frequency, while $\omega$ in the model is longitudinal. Taking 0.13 eV as $\omega_T$ in the one-mode model gives $\omega=0.13\sqrt{2.8/2.0}=0.154$ eV and a threshold of 0.93 MV/cm. The mass is an assumed round value; the threshold is proportional to it. Such films typically withstand several MV/cm, as a rough figure, well above the computed 0.8 MV/cm. There is no contradiction: $F_{\rm th}$ sets only the scale of the field at which electrons heat against one loss mechanism (a sharp onset exists only for continuous loss and aligned motion), and heating to 1.3 eV is not by itself damage. A real silicate network has more than one polar mode, which in the example lowers the threshold by a third for the assumed even split of $1/\kappa$, and by 17% or 50% if the lower mode carries a quarter or three quarters of it. It also has disorder and traps, and acoustic and nonpolar scattering that can limit heating at higher energies, where the parabolic band fails as well. These effects are not included, and their influence on the number is not estimated here. The threshold should not be used as a design limit for breakdown.

## Computed values

```
band mass = 0.50 electron masses
phonon energy = 0.130 eV
eps_inf = 2.00, eps_0 = 2.80 (dimensionless)
1/kappa = 0.14286 (dimensionless)
film thickness = 50.0 nm
temperature of use = 300 K
u at loss peak = 0.771702 (dimensionless)
peak energy / phonon energy = 1.723538
peak loss / F0 = 0.447743
peak energy = 0.2241 eV
force scale F0 as field = 1.7547 MV/cm
von Hippel threshold = 0.7857 MV/cm
same threshold as force = 0.007857 eV/angstrom
length unit w/F0 = 0.7408 nm
mean free path at peak = 1.655 nm
sample field / threshold = 0.75
sample field = 0.5893 MV/cm
lower crossing = 1.1594 phonon energies
upper crossing = 3.8606 phonon energies
lower crossing = 0.1507 eV
upper crossing = 0.5019 eV
peak momentum-loss force / F0 = 1.199679
its energy = 3.2767 phonon energies
its field = 2.1051 MV/cm
its field / threshold = 2.6794
hot level = 1.300 eV
field/threshold, field MV/cm, hot share aligned, deflected:
  0.50  0.393  0.0009  0.0003
  0.75  0.589  0.1166  0.0262
  1.00  0.786  0.6990  0.2497
  1.50  1.179  0.9998  0.9086
  2.00  1.571  1.0000  0.9996
  3.00  2.357  1.0000  1.0000
loss integral to hot level = 2.6050 (units w*F0)
no-emission share at 3x, formula = 0.1438
no-emission share at 3x, aligned run = 0.1436
no-emission share at 3x, deflected run = 0.1424
phonon occupation at 300 K = 0.00659
threshold at 300 K = 0.7836 MV/cm
second mode energy = 0.055 eV
two-mode threshold = 0.5170 MV/cm
two-mode peak energy = 0.2053 eV
Froehlich alpha = 1.0334 (dimensionless)
emission rate / phonon frequency at peak = 1.2149
k times mean free path at peak = 2.8373 (dimensionless)
```
